# Derivation and limits of the canonical d-band hopping ratio -6:4:-1, part 1

(Sections cited here and not found follow in the second part.)

Q: I am setting up a tight-binding model for the d band of a close-packed metal. I can fit three bond integrals $V_{dd\sigma}$, $V_{dd\pi}$, $V_{dd\delta}$ with three distance laws, or I can impose the ratio $-6:4:-1$ and the law $d^{-5}$ and fit one number. I must also choose how many neighbour shells to keep. Is the ratio a theorem or a habit?

A: It is a theorem about the canonical structure constants $S$, which are expansion coefficients of solutions of Laplace's equation. For two sites a distance $d$ apart on the $z$ axis,

$$S_{dd(\sigma,\pi,\delta)} = 10\left(\frac{w}{d}\right)^5(-6,\;4,\;-1)$$

exactly, with $w$ a free length. It passes to hopping integrals, as $V_{ddm}=\Delta\,S_{ddm}$ with one positive energy $\Delta$, under four conditions: zero kinetic energy between the atoms, unscreened $S$, no mixing with s and p, and a potential function linear in energy. The law $d^{-5}$ then compares different bonds in one crystal. It does not by itself say how a bond changes when the crystal is dilated.

## Definitions and the expansion

Q: Then define $S$, with its signs.

A: Hartree atomic units are used, $L=(l,m)$, the $Y_L$ are real and orthonormal on the sphere, and $\mathcal{Y}_L(\mathbf r)=r^lY_L(\hat{\mathbf r})$ is the solid harmonic, a homogeneous polynomial of degree $l$ with $\nabla^2\mathcal{Y}_L=0$. For $l=2$,

$$\sqrt{\tfrac{15}{4\pi}}\,\{xy,\;yz,\;zx\},\qquad \sqrt{\tfrac{15}{16\pi}}\,(x^2-y^2),\qquad \sqrt{\tfrac{5}{16\pi}}\,(2z^2-x^2-y^2).$$

The decaying and the regular solutions of Laplace's equation are normalized as

$$K_L(\mathbf r)=\left(\frac rw\right)^{-l-1}Y_L,\qquad J_L(\mathbf r)=\frac{1}{2(2l+1)}\left(\frac rw\right)^{l}Y_L .$$

A function $K_L$ centred on $\mathbf R$ is regular near the origin, and $S$ is defined by

$$K_L(\mathbf r-\mathbf R)=-\sum_{L'}J_{L'}(\mathbf r)\,S_{L'L}(\mathbf R),\qquad r<R .$$

The minus sign and the factor $1/[2(2l+1)]$ are conventions. They set the overall sign and the factor 10, and they cannot change a ratio between different $m$.

Q: Shifting a spherical harmonic to another centre is usually ugly. How is it avoided?

A: By writing $K_L$ as a derivative of $1/r$, because derivatives commute with translations. Write $\mathcal{Y}_L=T_{i_1\cdots i_l}x_{i_1}\cdots x_{i_l}$ with $T$ symmetric. Then $\nabla^2\mathcal{Y}_L=l(l-1)T_{iii_3\cdots i_l}x_{i_3}\cdots x_{i_l}$, and this vanishes for all $\mathbf r$ only if $T$ is traceless. Take a radial function as $F(t)$ with $t=r^2/2$, so that $\partial_iF=x_iF'$. Each further derivative acts either on $F$, bringing down another coordinate, or on a coordinate already present, giving a Kronecker delta. Hence $\partial_{i_1}\cdots\partial_{i_l}F=x_{i_1}\cdots x_{i_l}F^{(l)}$ plus terms that contain at least one $\delta_{i_ai_b}$. The traceless $T$ annihilates those terms. Since $d/dt=r^{-1}d/dr$, this is Hobson's formula

$$\mathcal{Y}_L(\nabla)f(r)=\mathcal{Y}_L(\mathbf r)\left(\frac1r\frac{d}{dr}\right)^lf(r).$$

Each application of $r^{-1}d/dr$ to $r^{-n}$ gives $-n\,r^{-n-2}$, so $(r^{-1}d/dr)^l\,r^{-1}=(-1)^l(2l-1)!!\,r^{-2l-1}$, and

$$K_L(\mathbf r)=\frac{(-1)^l\,w^{l+1}}{(2l-1)!!}\,\mathcal{Y}_L(\nabla)\frac1r .$$

For $l=2$ the prefactor is $w^3/3$. So $K_L$ is the potential of a point multipole, a quadrupole for a d orbital.

Q: Why does the expansion about the origin contain only the $J_{L'}$, and where does it converge?

A: The Legendre series $1/|\mathbf r-\mathbf R|=\sum_n r^nP_n(\cos\gamma)/R^{n+1}$, with $\gamma$ the angle between $\mathbf r$ and $\mathbf R$, converges for $r<R$, and each term is a harmonic polynomial of degree $n$ in $\mathbf r$. On a function of $\mathbf r-\mathbf R$ one has $\nabla_{\mathbf r}=-\nabla_{\mathbf R}$, and derivatives with respect to $\mathbf R$ leave each term a harmonic polynomial in $\mathbf r$ of the same degree. Such a polynomial is a combination of the $\mathcal{Y}_{nm}$. Therefore $K_L(\mathbf r-\mathbf R)=\sum_{L'}c_{L'}\mathcal{Y}_{L'}(\mathbf r)$ for $r<R$.

Q: The coefficients would normally need an angular integral.

A: A derivative at the origin does the same work, through

$$\mathcal{Y}_L(\nabla)\,\mathcal{Y}_{L'}(\mathbf r)\Big|_{0}=\delta_{LL'}\,\frac{(2l+1)!!}{4\pi}.$$

For $l>l'$ the derivative is zero everywhere, and for $l<l'$ it is a homogeneous polynomial of positive degree, zero at the origin. For $l=l'$, with tensors $T$ and $U$, the derivative is $l!\,T\!\cdot\!U$, one term for each way of assigning derivatives to coordinates. Compare this with the average of $\mathcal{Y}_L\mathcal{Y}_{L'}$ over the weight $e^{-r^2/2}$. By Wick's rule the average of a product of $2l$ coordinates is the sum over all pairings of deltas. Tracelessness removes pairings within $T$ or within $U$, and the $l!$ cross pairings give the same $l!\,T\!\cdot\!U$. The average also factorizes as $\langle r^{2l}\rangle\,\delta_{LL'}/4\pi$. Integration by parts gives $\langle r^{2l}\rangle=(2l+1)\langle r^{2l-2}\rangle$, so $\langle r^{2l}\rangle=(2l+1)!!$, which proves the formula. For $l=2$ it can be seen directly: $\frac{15}{4\pi}\partial_x\partial_y(xy)=\frac{15}{4\pi}$, and $\frac{5}{16\pi}(2\partial_z^2-\partial_x^2-\partial_y^2)(2z^2-x^2-y^2)=\frac{5}{16\pi}(8+2+2)=\frac{15}{4\pi}$. The coefficients follow:

$$c_{L'}=\frac{4\pi}{(2l'+1)!!}\,\mathcal{Y}_{L'}(\nabla)\,K_L(\mathbf r-\mathbf R)\Big|_{\mathbf r=0}.$$

## The d block

Q: Put $l=l'=2$. Where does the fifth power come from?

A: Here $c_{L'}=\frac{4\pi}{15}\frac{w^3}{3}\,\mathcal{Y}_{L'}(\nabla)\mathcal{Y}_L(\nabla)|\mathbf r-\mathbf R|^{-1}$ at $\mathbf r=0$. This is a fourth derivative of $1/r$ evaluated at $-\mathbf R$. A derivative of even order of an even function is even, so it may be evaluated at $+\mathbf R$. Since $J_{L'}=\mathcal{Y}_{L'}/(10w^2)$, the definition of $S$ says $c_{L'}=-S_{L'L}/(10w^2)$. With $10\cdot4\pi/45=8\pi/9$,

$$S_{L'L}(\mathbf R)=-\frac{8\pi}{9}\,w^5\,\mathcal{Y}_{L'}(\nabla)\,\mathcal{Y}_L(\nabla)\,\frac1R .$$

Four derivatives of a function of degree $-1$ give a function of degree $-5$. The matrix is symmetric, because the operators commute, and even in $\mathbf R$. It has the form of the interaction energy of two point quadrupoles, with the sign reversed.

Q: Now the three numbers. Why is the matrix diagonal for a bond along $z$?

A: Let $g=1/r$ and evaluate at $(0,0,d)$. The function and the point are unchanged by $x\to-x$, by $y\to-y$ and by any rotation or reflection that keeps the $z$ axis. A product $\mathcal{Y}_{L'}\mathcal{Y}_L$ that is odd in $x$ or in $y$ therefore gives zero. This removes every off-diagonal pair except $(x^2-y^2)(2z^2-x^2-y^2)$, which is odd under $x\leftrightarrow y$ and vanishes too.

For the diagonal elements the tool is $\nabla^2g=0$ away from the origin, which holds for all derivatives of $g$ as well, so that $\partial_x^2+\partial_y^2$ may be replaced by $-\partial_z^2$.

For $\sigma$, $2\partial_z^2-\partial_x^2-\partial_y^2\to3\partial_z^2$, and the squared operator is $\frac{5}{16\pi}\cdot9\,\partial_z^4=\frac{45}{16\pi}\partial_z^4$.

For $\pi$ the operator is $\frac{15}{4\pi}\partial_x^2\partial_z^2$. The function $\partial_z^2g$ is symmetric under $x\leftrightarrow y$, so on the axis $\partial_x^2$ and $\partial_y^2$ give equal results whose sum is that of $-\partial_z^2$. Each is half, and the operator is $-\frac{15}{8\pi}\partial_z^4$.

For $\delta$ the two operators are $\frac{15}{16\pi}(\partial_x^2-\partial_y^2)^2$ and $\frac{15}{16\pi}\,4\partial_x^2\partial_y^2$. The orthogonal change $x=(x'+y')/\sqrt2$, $y=(x'-y')/\sqrt2$ turns $x^2-y^2$ into $2x'y'$, so the two are equal on the axis. Their sum contains $(\partial_x^2-\partial_y^2)^2+4\partial_x^2\partial_y^2=(\partial_x^2+\partial_y^2)^2\to\partial_z^4$. Each is $\frac{15}{32\pi}\partial_z^4$.

Only $z$ derivatives remain, so $g$ is needed only on the axis, where $\partial_z^4z^{-1}=24/d^5$. Then, in units of $(w/d)^5$,

$$S_\sigma=-\frac{8\pi}{9}\cdot\frac{45}{16\pi}\cdot24=-60,\qquad S_\pi=+\frac{8\pi}{9}\cdot\frac{15}{8\pi}\cdot24=40,\qquad S_\delta=-\frac{8\pi}{9}\cdot\frac{15}{32\pi}\cdot24=-10 .$$

The alternation of sign comes from Laplace's equation: each pair of transverse derivatives costs a factor $-1$ when traded for longitudinal ones.

Q: That is a calculation. Is there a reason for these particular integers?

A: There is an angular-momentum reason. The product of two d harmonics contains $l''=0,2,4$:

$$\mathcal{Y}_{L'}\mathcal{Y}_L=\sum_{L''}G(L',L,L'')\,r^{4-l''}\,\mathcal{Y}_{L''},\qquad G=\int Y_{L'}Y_LY_{L''}\,d\Omega .$$

As operators, $r^4\to\nabla^4$ and $r^2\to\nabla^2$, which annihilate $1/R$. Only $l''=4$ survives, with $\mathcal{Y}_{L''}(\nabla)R^{-1}=7!!\,Y_{L''}/R^5=105\,Y_{L''}/R^5$ by Hobson's formula. On the axis only $m''=0$ is nonzero, with $Y_{40}(\hat{\mathbf z})=3/(2\sqrt\pi)$. Since $\frac{8\pi}{9}\cdot105\cdot\frac{3}{2\sqrt\pi}=140\sqrt\pi$,

$$S_m=-140\sqrt\pi\;G(2m,2m,40)\,(w/d)^5 .$$

The Gaunt coefficients are $0.241796$, $-0.161197$ and $0.040299$, in the ratio $6:-4:1$.

The integers can also be had from the two missing components. The squares of the $\sigma$ orbital, the $\pi$ pair and the $\delta$ pair are $\frac{5}{16\pi}(3z^2-r^2)^2$, $\frac{15}{4\pi}z^2(x^2+y^2)$ and $\frac{15}{16\pi}(x^2+y^2)^2$. Dropping multiples of $r^2$, so that $x^2+y^2\to-z^2$, they become $(45,-60,15)\,z^4/16\pi$. With unit weights the sum is $45-60+15=0$, which gives $S_\sigma+2S_\pi+2S_\delta=0$. With weights $3m^2-6=(-6,-3,6)$, the eigenvalues of the quadrupole operator $3L_z^2-L^2$, the sum is $-270+180+90=0$, which gives $-6S_\sigma-6S_\pi+12S_\delta=0$. Dividing the second relation by $-6$ and subtracting it from the first leaves $S_\pi+4S_\delta=0$, and then $S_\sigma=6S_\delta$. A general set of three bond integrals has an $l''=0$, an $l''=2$ and an $l''=4$ part. The canonical set is the pure $l''=4$ one. A model that sets $V_{dd\delta}=0$ while keeping $-6:4$ is no longer pure, and its hopping matrix acquires a trace.

Q: Does the same argument give the s, p and f constants? I would trust the signs more.

A: Yes, most easily with complex harmonics. Without the Condon-Shortley phase, which would appear twice and cancel, $P_l^m(u)=(1-u^2)^{m/2}\,d^mP_l/du^m$ and $r^m\sin^m\theta\,e^{im\phi}=(x+iy)^m$. The leading coefficient of $P_l$ is $(2l-1)!!/l!$, and $m$ derivatives multiply it by $l!/(l-m)!$. Lower powers of $u=z/r$ come with factors $r^2$. Dropping these,

$$r^lP_l^me^{im\phi}\to\frac{(2l-1)!!}{(l-m)!}\,z^{l-m}(x+iy)^m .$$

The normalization is $N_{lm}=\sqrt{(2l+1)(l-m)!/[4\pi(l+m)!]}$, so $N_{lm}/(l-m)!=\sqrt{(2l+1)/4\pi}\,/\sqrt{(l+m)!(l-m)!}$. The projecting harmonic is complex conjugated, so the transverse operators combine to $(\partial_x^2+\partial_y^2)^m\to(-1)^m\partial_z^{2m}$, and the total is $\partial_z^{l+l'}$. With the displaced site at $+d\hat{\mathbf z}$ the function on the axis is $1/(d-z)$, whose derivative at $z=0$ is $(l+l')!/d^{\,l+l'+1}$, positive. In $c_{L'}$ the factor $(2l-1)!!$ cancels against the Hobson prefactor, the $4\pi$ cancels, and $(2l'-1)!!/(2l'+1)!!=1/(2l'+1)$. Multiplying by $-2(2l'+1)w^{l'}$ gives

$$S_{l'lm}=(-1)^{l+m+1}\,2\,(l+l')!\sqrt{\frac{(2l+1)(2l'+1)}{(l+m)!\,(l-m)!\,(l'+m)!\,(l'-m)!}}\left(\frac wd\right)^{l+l'+1},$$

with $l$ on the displaced site. The value is the same for $m$ and $-m$, so it holds for real harmonics. It gives $ss\sigma=-2$, $pp\sigma=12$, $pp\pi=-6$, the familiar signs of bond integrals. For $dd$ the magnitude is $240/[(2+m)!(2-m)!]=240/4,\;240/6,\;240/24$, that is $60,40,10$.

Q: My bonds do not lie along $z$.

A: The formula for $S_{L'L}(\mathbf R)$ is built from $1/R$, which is invariant under rotation, so for a bond direction $\mathbf n$ the matrix is diagonal in harmonics quantized along $\mathbf n$. A diagonal element is $\omega_\sigma S_\sigma+\omega_\pi S_\pi+\omega_\delta S_\delta$, where the $\omega$ are squared projections of the orbital. Write the orbital as $\sqrt{15/8\pi}\,T_{ij}x_ix_j$ with $T_{ij}T_{ij}=1$; the projection formula above makes the overlap of two orbitals equal to $T\!\cdot\!U$. The $\sigma$ tensor is $(3n_in_j-\delta_{ij})/\sqrt6$, so $\omega_\sigma=\frac32(\mathbf nT\mathbf n)^2$. The $\pi$ tensors are $(n_ie_j+e_in_j)/\sqrt2$ for the two unit vectors $\mathbf e\perp\mathbf n$, so $\omega_\pi=2\left[|T\mathbf n|^2-(\mathbf nT\mathbf n)^2\right]$. The rest is $\omega_\delta=1-\omega_\sigma-\omega_\pi$.

For $xy$, $T_{xy}=T_{yx}=1/\sqrt2$, so $\mathbf nT\mathbf n=\sqrt2\,n_xn_y$ and $|T\mathbf n|^2=(n_x^2+n_y^2)/2$. The weights are $3n_x^2n_y^2$, $\;n_x^2+n_y^2-4n_x^2n_y^2$ and $n_z^2+n_x^2n_y^2$.

For $3z^2-r^2$, $T=\mathrm{diag}(-1,-1,2)/\sqrt6$. With $c=n_z^2$, $\mathbf nT\mathbf n=(3c-1)/\sqrt6$ and $|T\mathbf n|^2=(1+3c)/6$. The weights are $(3c-1)^2/4$, $\;3c(1-c)$ and $\frac34(1-c)^2$. These are the Slater-Koster entries.

## From structure constants to hopping

Q: So far this is electrostatics. Why should an electron care?

A: Through tail cancellation in the atomic-sphere approximation. The potential is taken as spherical inside spheres of radius $s<d$. The volume between spheres is neglected, and the tails are taken to solve $\nabla^2\psi=-\kappa^2\psi$ with $\kappa=0$. Let $\phi_l(\varepsilon,r)$ solve the radial equation, with logarithmic derivative $D=s\phi'(s)/\phi(s)$. Choose numbers $N$ and $P$ so that $N\phi_l$ joins $K_l-PJ_l$ in value and slope at $s$. Since $sK'=-(l+1)K$ and $sJ'=lJ$, equal logarithmic derivatives require $D(K-PJ)=-(l+1)K-lPJ$, or $PJ\,(D-l)=K\,(D+l+1)$. With $K/J=2(2l+1)(w/s)^{2l+1}$,

$$P_l(\varepsilon)=2(2l+1)\left(\frac ws\right)^{2l+1}\frac{D+l+1}{D-l}.$$

The orbital equal to $N\phi_lY_L+PJ_L$ inside its sphere and $K_L$ outside is then smooth. Form a Bloch sum with phases $e^{i\mathbf k\cdot\mathbf R}$ and coefficients $b_L$. In the sphere at the origin it equals

$$\sum_LN\phi_lY_L\,b_L+\sum_{L'}J_{L'}\sum_L\left[P_{l}\,\delta_{L'L}-S_{L'L}(\mathbf k)\right]b_L,\qquad S(\mathbf k)=\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}S(\mathbf R).$$

The first sum solves the Schrödinger equation at energy $\varepsilon$ and the second does not, so the second must vanish: $\det[P(\varepsilon)-S(\mathbf k)]=0$. The potential enters only through $P$ and the lattice only through $S$.

The canonical d structure constants have the exact ratio $-6:4:-1$ and fall as $d^{-5}$, and tail cancellation ties them to the electron levels through $\det[P(\varepsilon)-S(\mathbf k)]=0$. What remains is to obtain the hopping integrals from $P$, to see how far the ratio and the distance law survive when their conditions fail, and to decide how many neighbour shells are needed.
